# Inelastic current between detuned quantum dots in an Ohmic bath

## Result and model

Two dots, L and R, lie in series between a source and a drain. The level of L is higher than that of R by the detuning $\varepsilon>0$. An electron can cross if a boson bath takes up the energy. For a bath at zero temperature and weak tunnelling, the current is

$$
I=\frac{2\pi eT_c^2}{\hbar}\,\frac{\varepsilon^{2\alpha-1}e^{-\varepsilon/\omega_c}}{\Gamma(2\alpha)\,\omega_c^{2\alpha}}\;\propto\;\varepsilon^{2\alpha-1}\quad(\varepsilon\ll\omega_c). \tag{1}
$$

Here $T_c$ is the tunnel matrix element, $\alpha$ the dimensionless bath coupling and $\omega_c$ the bath cutoff, written as an energy. Low detuning means low compared with the cutoff. The limit $\varepsilon\to0$ at fixed tunnelling, linewidth and temperature is a different one, in which (1) fails.

From here on $\hbar=k_B=1$. With one electron on the dots and $\sigma_z=|L\rangle\langle L|-|R\rangle\langle R|$,

$$
H=\frac{\varepsilon}{2}\sigma_z+T_c\big(|R\rangle\langle L|+\text{h.c.}\big)+\frac{\sigma_z}{2}\sum_q g_q(a_q+a_q^\dagger)+\sum_q\omega_qa_q^\dagger a_q, \tag{2}
$$

$$
J(\omega)=\sum_q g_q^2\,\delta(\omega-\omega_q)=2\alpha\,\omega\,e^{-\omega/\omega_c}. \tag{3}
$$

The factors $1/2$ in (2) and $2$ in (3) fix the meaning of $\alpha$. Strong Coulomb repulsion excludes a second electron, and empty dots do not couple to the bath. The bias is large: the source fills L at rate $\Gamma_L$, the drain empties R at rate $\Gamma_R$, and neither process runs backwards.

## Removing the diagonal coupling

Let $A=\sum_q(g_q/\omega_q)(a_q^\dagger-a_q)$ and transform with $e^{S}$, $S=\sigma_zA/2$. Since $[a_q^\dagger,a_q]=-1$,

$$
e^Sa_qe^{-S}=a_q-s_q,\qquad s_q=\frac{\sigma_zg_q}{2\omega_q}. \tag{4}
$$

The bath and coupling terms of one mode become, with $\sigma_zg_q/2=\omega_qs_q$,

$$
\omega_q(a_q^\dagger-s_q)(a_q-s_q)+\omega_qs_q(a_q+a_q^\dagger-2s_q)=\omega_qa_q^\dagger a_q-\frac{g_q^2}{4\omega_q}. \tag{5}
$$

The linear terms cancel. The constant contains $\sigma_z^2=1$, so it is the same for L and R and leaves $\varepsilon$ unchanged. In the tunnelling term, $e^S$ acts on R, where $\sigma_z=-1$, and $e^{-S}$ acts on L, where $\sigma_z=+1$. Each gives $e^{-A/2}$:

$$
|R\rangle\langle L|\;\to\;|R\rangle\langle L|\,D,\qquad D=e^{-A}. \tag{6}
$$

Every transfer therefore displaces the bath oscillators.

## The tunnelling rate

Suppose the electron is on L and the bath has relaxed around it. In the transformed frame the bath is then in its vacuum $|0\rangle$. This needs rare transfers. If an electron enters L while the bath is relaxed around the empty dots, the shift of the detuning by the bath differs from its relaxed value a time $t$ later by

$$
\int_0^\infty d\omega\,\frac{J(\omega)}{\omega}\cos\omega t=\frac{2\alpha\omega_c}{1+\omega_c^2t^2},
$$

which is negligible after the long mean waiting time $1/\gamma$. Earlier changes of the charge state leave terms of the same form, which have decayed even longer.

Write the state as $|L\rangle|\phi_L\rangle+|R\rangle|\phi_R\rangle$, and let $H_B=\sum_q\omega_qa_q^\dagger a_q$. Loss to the drain makes the amplitude on R decay at $\Gamma_R/2$, so

$$
i\dot\phi_R=\Big(-\frac{\varepsilon}{2}-\frac{i\Gamma_R}{2}+H_B\Big)\phi_R+T_cD\phi_L,\qquad
i\dot\phi_L=\Big(\frac{\varepsilon}{2}+H_B\Big)\phi_L+T_cD^\dagger\phi_R. \tag{7}
$$

To lowest order $\phi_L=e^{-i\varepsilon t/2}|0\rangle$. Integration of the first equation gives

$$
\phi_R(t)=-iT_ce^{-i\varepsilon t/2}\int_0^t ds\,e^{i\varepsilon s-\Gamma_Rs/2}e^{-iH_Bs}D|0\rangle. \tag{8}
$$

The second equation gives $d\|\phi_L\|^2/dt=2\,\mathrm{Re}\langle\phi_L|(-iT_c)D^\dagger\phi_R\rangle$. The two factors $-i$ multiply to $-1$, so the probability on L falls. For $t\gg1/\Gamma_R$ the rate is

$$
\gamma=2T_c^2\,\mathrm{Re}\int_0^\infty dt\,e^{i\varepsilon t-\Gamma_Rt/2}C(t),\qquad C(t)=\langle0|D^\dagger e^{-iH_Bt}D|0\rangle. \tag{9}
$$

For each mode $D|0\rangle$ is a coherent state of amplitude $\beta=-g_q/\omega_q$. Free evolution turns $\beta$ into $\beta e^{-i\omega_qt}$, and $\langle\beta|\beta e^{-i\omega_qt}\rangle=\exp[-\beta^2(1-e^{-i\omega_qt})]$. The product over modes is

$$
C(t)=e^{-\phi(t)},\qquad \phi(t)=\int_0^\infty d\omega\,\frac{J(\omega)}{\omega^2}(1-e^{-i\omega t}). \tag{10}
$$

Equation (9) was tested by diagonalizing (2) for two modes, with the drain included as an imaginary energy. The inputs were $\omega_q=(1.0,1.7)$, $g_q=(0.8,0.9)$, $\varepsilon=1.3$, $\Gamma_R=0.6$ and $T_c=0.01$ in common units. Diagonalization gives $\gamma=1.36669\times10^{-4}$ and (9) gives $1.36686\times10^{-4}$. The relative difference, about $10^{-4}$, is of the size expected from the next order, $T_c^2/\Gamma_R^2\approx3\times10^{-4}$.

## The Ohmic spectrum

For the density (3), differentiate $\phi$ to remove the factor $1/\omega$:

$$
\dot\phi=2\alpha i\int_0^\infty d\omega\,e^{-\omega(1/\omega_c+it)}=\frac{2\alpha i\omega_c}{1+i\omega_ct}. \tag{11}
$$

Since $\phi(0)=0$, $\phi=2\alpha\ln(1+i\omega_ct)$ and

$$
C(t)=(1+i\omega_ct)^{-2\alpha}. \tag{12}
$$

The energy content follows from the integral $z^{-2\alpha}=\Gamma(2\alpha)^{-1}\int_0^\infty dx\,x^{2\alpha-1}e^{-xz}$, valid for $\mathrm{Re}\,z>0$. Put $z=1+i\omega_ct$ and $x=E/\omega_c$:

$$
C(t)=\int_0^\infty dE\,P(E)e^{-iEt},\qquad P(E)=\frac{E^{2\alpha-1}e^{-E/\omega_c}}{\Gamma(2\alpha)\omega_c^{2\alpha}}. \tag{13}
$$

$P(E)$ is the probability density for the bath to absorb the energy $E$. It is normalized because $C(0)=1$, and it vanishes for $E<0$ because a bath in its ground state has no energy to give. Inserting (13) in (9) and doing the time integral gives

$$
\gamma=2\pi T_c^2P_\Gamma(\varepsilon),\qquad P_\Gamma(\varepsilon)=\int_0^\infty dE\,P(E)\,\frac{\Gamma_R/2\pi}{(\varepsilon-E)^2+\Gamma_R^2/4}. \tag{14}
$$

For $\Gamma_R\to0$ at fixed $\varepsilon$ the Lorentzian becomes $\delta(\varepsilon-E)$, and $\gamma=2\pi T_c^2P(\varepsilon)$.

The exponent has two parts. For small $\alpha$, $1/\Gamma(2\alpha)\approx2\alpha$, so

$$
P(\varepsilon)\approx\frac{2\alpha}{\varepsilon}\Big(\frac{\varepsilon}{\omega_c}\Big)^{2\alpha}=\frac{J(\varepsilon)}{\varepsilon^2}\Big(\frac{\varepsilon}{\omega_c}\Big)^{2\alpha}\qquad(\varepsilon\ll\omega_c). \tag{15}
$$

Emission of one boson supplies the $-1$. The remaining factor comes from the oscillators with frequencies between $\varepsilon$ and $\omega_c$. The energy $\varepsilon$ cannot excite them, so in the transformed frame they must stay in the vacuum. One mode does so with probability $|\langle0|D|0\rangle|^2=e^{-g_q^2/\omega_q^2}$. With a sharp cutoff at $\omega_c$ the product over these modes is $\exp[-\int_\varepsilon^{\omega_c}d\omega\,2\alpha/\omega]=(\varepsilon/\omega_c)^{2\alpha}$. For $\varepsilon\ll\omega_c$ the current falls with detuning for $\alpha<1/2$, is flat at $\alpha=1/2$ and rises for $\alpha>1/2$. Direct time integration between $\varepsilon=10^{-4}\omega_c$ and $2\times10^{-4}\omega_c$ gives exponents of $-0.8001$, $-0.0001$ and $0.7999$ for $\alpha=0.1$, $0.5$ and $0.9$.

## From the rate to the current

Let $n_0,n_L,n_R$ be the probabilities of the three charge states and $\gamma_b$ the rate from R back to L. In the steady state each link carries the same current:

$$
\frac Ie=\Gamma_Ln_0=\gamma n_L-\gamma_bn_R=\Gamma_Rn_R. \tag{16}
$$

Hence $n_0=I/e\Gamma_L$, $n_R=I/e\Gamma_R$ and $n_L=(I/e)(1+\gamma_b/\Gamma_R)/\gamma$. Their sum is one, so

$$
\frac eI=\frac1{\Gamma_L}+\frac1{\Gamma_R}+\frac1\gamma\Big(1+\frac{\gamma_b}{\Gamma_R}\Big). \tag{17}
$$

To leading order in $T_c^2$, $I=e\gamma$. With (13) and (14), and with $\hbar$ restored, this is (1). The order of limits is weak tunnelling first and narrow linewidth second; in practice $\gamma\ll\Gamma_L,\Gamma_R$ and $\Gamma_R\ll\varepsilon$.

Without a bath, $C=1$ and (9) gives the elastic rate $\gamma=\gamma_b=T_c^2\Gamma_R/(\varepsilon^2+\Gamma_R^2/4)$. For $\Gamma_L=0.7$, $\Gamma_R=0.4$, $T_c=0.15$ and $\varepsilon=0.5$, (17) then gives $I/e=0.025873$. The steady state of the full density-matrix equation, which keeps the L–R coherence, gives the same value.

## Where the power law ends

**Lifetime.** Let $0<\alpha<1/2$ and $\varepsilon\ll\omega_c$. The times that matter are of order $1/\varepsilon$, so $C(t)\approx(i\omega_ct)^{-2\alpha}$. With $z=\varepsilon+i\Gamma_R/2$ and $\int_0^\infty dt\,t^{-2\alpha}e^{izt}=\Gamma(1-2\alpha)(-iz)^{2\alpha-1}$,

$$
P_\Gamma(\varepsilon)\approx\frac{\Gamma(1-2\alpha)}{\pi\omega_c^{2\alpha}}\,\mathrm{Re}\big[i e^{-2\pi i\alpha}z^{2\alpha-1}\big]. \tag{18}
$$

The phase comes from $i^{-2\alpha}(-i)^{2\alpha-1}=ie^{-2\pi i\alpha}$. For $\Gamma_R=0$ the real part contains $\sin2\pi\alpha$, and $\Gamma(2\alpha)\Gamma(1-2\alpha)=\pi/\sin2\pi\alpha$ recovers the power law. To first order, $z^{2\alpha-1}\approx\varepsilon^{2\alpha-1}[1+i(2\alpha-1)\Gamma_R/2\varepsilon]$, which gives

$$
\frac{P_\Gamma(\varepsilon)}{P(\varepsilon)}-1\approx(1-2\alpha)\cot(2\pi\alpha)\,\frac{\Gamma_R}{2\varepsilon}. \tag{19}
$$

For small $\alpha$ this tends to $\Gamma_R/(4\pi\alpha\varepsilon)$, the ratio of the elastic tail to the inelastic current. A weak bath therefore needs $\varepsilon\gg\Gamma_R/4\pi\alpha$, which is stricter than $\varepsilon\gg\Gamma_R$.

For $\alpha$ well above 1 the Lorentzian tail in (14) collects weight mainly from energies near the cutoff. It adds about $(\Gamma_R/2\pi)\int dE\,P(E)/E^2=\Gamma_R/[2\pi\omega_c^2(2\alpha-1)(2\alpha-2)]$, which must stay below the small $P(\varepsilon)$.

**Temperature.** In a thermal bath $D^\dagger(t)D=e^{A(t)}e^{-A}=e^{A(t)-A}e^{-[A(t),A]/2}$. The first exponent is Gaussian, with average $e^{\langle(A(t)-A)^2\rangle/2}$. For one mode,

$$
\tfrac12\langle(A(t)-A)^2\rangle=-\frac{g_q^2}{\omega_q^2}(1-\cos\omega_qt)\coth\frac{\omega_q}{2T},\qquad \tfrac12[A(t),A]=i\frac{g_q^2}{\omega_q^2}\sin\omega_qt. \tag{20}
$$

Compared with (10), $1-\cos\omega t$ has gained the factor $\coth(\omega/2T)=1+2\sum_{n\ge1}e^{-n\omega/T}$. Since $\int_0^\infty d\omega\,(1-\cos\omega t)e^{-a\omega}/\omega=\frac12\ln(1+t^2/a^2)$, with $a=n/T+1/\omega_c$,

$$
C_T(t)=C(t)\prod_{n=1}^{\infty}\left[1+\frac{T^2t^2}{(n+T/\omega_c)^2}\right]^{-2\alpha}. \tag{21}
$$

The extra factor is close to one for $t\ll1/T$, so the law needs $T\ll\varepsilon$. To lowest order the factor is $1-\pi^2\alpha T^2t^2/3$ for $T\ll\omega_c$. In energy space $t^2$ becomes $-d^2/d\varepsilon^2$, so for $\varepsilon\ll\omega_c$ the relative correction to (1) is $(\pi^2/3)\,\alpha(2\alpha-1)(2\alpha-2)\,T^2/\varepsilon^2$. It grows as $\alpha^3$, and a strong bath therefore needs a much lower temperature than $T\ll\varepsilon$ suggests. For $\alpha<1/2$ the divergence of (1) at small $\varepsilon$ thus lies outside its range: linewidth, temperature or higher orders in $T_c$ intervene first.

## A resistor as the Ohmic bath

Let a resistor $R$ produce a fluctuating voltage $V$ that shifts the detuning by $\kappa eV$. Represent it by a long line of $N$ cells with inductance $L_0$ and capacitance $C_0$, where $R=\sqrt{L_0/C_0}$. At low frequency the modes are spaced by $\pi/(N\sqrt{L_0C_0})$, and each has weight $2/N$ on the end cell. Half of the zero-point energy $\omega/2$ is capacitive, so a mode contributes $(2/N)\,\omega/(2C_0)$ to $\langle V^2\rangle$. Division by the spacing gives $R\omega/\pi$ per unit frequency. With $g_q^2=\kappa^2e^2\langle V_q^2\rangle$,

$$
J(\omega)=\frac{\kappa^2e^2R}{\pi}\,\omega=2\alpha\omega,\qquad \alpha=\kappa^2\frac{R}{R_K},\qquad R_K=\frac h{e^2}. \tag{22}
$$

A sum over the lowest modes of a 600-cell line with $R/R_K=0.3$ and $\kappa=0.5$ gives $\alpha=0.0749$, against $0.0750$ from (22).

A capacitance $C_s$ across the resistor replaces $R$ by $\mathrm{Re}[1/(1/R+i\omega C_s)]=R/(1+\omega^2/\omega_R^2)$, with $\omega_R=1/RC_s$. The cutoff is no longer exponential. At long times the exponents $\phi$ for the two cutoffs differ by a constant, $2\alpha$ times the difference of the integrals

$$
\int_\delta^\infty\frac{d\omega}{\omega(1+\omega^2/\omega_R^2)}\to\ln\frac{\omega_R}\delta,\qquad
\int_\delta^\infty\frac{d\omega}\omega e^{-\omega/\omega_c}\to\ln\frac{\omega_c}\delta-\gamma_E, \tag{23}
$$

where $\delta\to0$ and $\gamma_E$ is Euler's constant. The difference vanishes, and the low-energy law is the same, if $\omega_c=e^{\gamma_E}\omega_R$.

The first correction follows from $\dot C=-\dot\phi\,C$. In energy space this reads

$$
EP(E)=\int_0^Ed\omega\,\frac{J(\omega)}\omega\,P(E-\omega). \tag{24}
$$

Insert $J/\omega\approx2\alpha(1-\omega^2/\omega_R^2)$ and $P\propto E^{2\alpha-1}(1+bE^2/\omega_R^2)$. The terms of relative order $E^2$ give $b=2\alpha b/(2\alpha+2)-2/[(2\alpha+1)(2\alpha+2)]$, hence $b=-1/(2\alpha+1)$. The correction is quadratic in $\varepsilon$, whereas the exponential cutoff in (1) gives a linear one.

## Worked example: a silicon double dot

Consider a gate-defined silicon double dot with a resistive lead on the chip, in the rough regime of a dilution refrigerator. Take $R=10$ kΩ, $\kappa=0.5$, $C_s=0.1$ fF, $T_c=0.3$ µeV, $\Gamma_L=\Gamma_R=1$ µeV and a temperature of 30 mK, or 2.6 µeV. Then

$$
\alpha=0.5^2\times\frac{10.0}{25.813}=0.09685,\qquad 2\alpha-1=-0.8063.
$$

The resistor cutoff is $\hbar/RC_s=658$ µeV, and the effective cutoff is $\omega_c=1172$ µeV. At $\varepsilon=50$ µeV the pure power law gives

$$
P=\frac{50^{-0.8063}}{4.749\times1172^{0.1937}}\ \text{µeV}^{-1}=2.29\times10^{-3}\ \text{µeV}^{-1},
$$

$$
\gamma=2\pi(0.3)^2(2.29\times10^{-3})\ \text{µeV}=1.29\times10^{-3}\ \text{µeV}.
$$

Division by $\hbar$ gives $1.96\times10^6$ electrons per second, or 0.315 pA. With all other parameters fixed:

| $\varepsilon$ (µeV) | power law (pA) | corrected (pA) |
|---:|---:|---:|
| 20 | 0.659 | 0.680 |
| 50 | 0.315 | 0.317 |
| 100 | 0.180 | 0.177 |

The corrected values include temperature, lifetime, the RC cutoff, saturation and backflow. The cutoff correction is applied as a separate factor, so they are estimates within the model. Treating the RC spectrum, temperature and lifetime together lowers them by up to 0.0006 pA, which turns the 50 µeV entry into 0.316 pA. At 20 µeV lifetime adds 2.9% and temperature 0.9%, while saturation and backflow remove 0.6%. Equation (19) gives the same 2.9%. At 100 µeV the RC cutoff removes 1.9%. An exponential cutoff would remove 8.2%, so its shape should not be carried over to this circuit. These corrections raise the low end and lower the high end, and the mean exponent between 20 and 100 µeV becomes $-0.83$ instead of $-0.81$. A fit that ignored them would misjudge $\alpha$. The table leaves out phonons, excited valley states and charge noise, discussed below. Depending on the device, their combined effect can equal or exceed the corrections listed here.

Silicon matters here because it has no piezoelectric phonon coupling. Deformation phonons remain. For pointlike dots a distance $d$ apart, a phonon of wavenumber $k$ in a volume $\mathcal V$ has $g^2=(\Xi^2\hbar k/2\rho c\mathcal V)\,2(1-\cos\mathbf k\cdot\mathbf d)$. Summation over modes gives

$$
J_{\rm ph}(\varepsilon)=\frac{\Xi^2k^3}{2\pi^2\rho c^2}\Big(1-\frac{\sin kd}{kd}\Big),\qquad k=\frac{\varepsilon}{\hbar c}. \tag{25}
$$

With the rough values $\Xi=10$ eV, $c=5000$ m/s, $\rho=2330$ kg/m³ and $d=100$ nm, $J_{\rm ph}$ is 0.005% of the resistor's $2\alpha\varepsilon$ at 20 µeV and 1.9% at 100 µeV. These inputs overestimate the coupling, because they pair a large deformation potential with a low sound velocity. Summing the longitudinal and transverse branches with their own velocities (about 9300 and 5400 m/s) and angle-dependent couplings gives between 0.1% and 0.2% at 100 µeV. The resistor dominates the emission in this window, but phonons gain quickly with detuning. The ratio describes emission at the energy $\varepsilon$ only. Phonons of higher energy also reduce the tunnelling, by a factor that depends on the size of the dots. For pointlike dots this reduction would diverge, so (25) alone does not give the change in current.

Real devices depart from the model in other ways. An excited valley state of the right dot, taken 200 µeV up with equal tunnel coupling, adds 0.7% at 100 µeV if the two valley states empty into separate drain channels. If they share a channel their amplitudes interfere, and the change can lie anywhere from about $-0.9\%$ to $+2.3\%$, depending on the relative phase of the couplings. An excited valley state of the left dot can matter more. If it lies well below the source potential it is filled too, and an electron in it has further channels into the right dot. With equal tunnel couplings, splittings of 200 µeV in both dots and valley relaxation slower than the transfer, this raises the current at 100 µeV by roughly 10%; the effect disappears when the state lies at or above the source potential. Valley splittings vary between devices, and once $\varepsilon$ exceeds the splitting a second inelastic channel opens that (1) does not contain. For a level 200 µeV inside the bias window, lifetime broadening alone puts about 0.08% of the weight outside it. The bath matters more: filling or emptying a dot also displaces the oscillators, and about 6% of the resulting spectral weight lies beyond 200 µeV. This lowers the lead rates by a few percent, which changes the current little as long as $\gamma\ll\Gamma_L,\Gamma_R$. Slow charge noise averages the current over detuning. Gaussian fluctuations of 3 µeV rms add 2% at 20 µeV, and 5 µeV rms add 7% and move the mean exponent to $-0.88$. The example also relies on a small shunt capacitance. With $C_s=1$ fF and all else fixed, $\hbar/RC_s$ would fall to 66 µeV, and the detunings used here would no longer lie well below the cutoff. The full set of values is in the numerical output.

## Values computed for the example and the checks

```
two-mode rate, diagonalization: 1.366686e-04 (model units)
two-mode rate, time integral: 1.366856e-04 (model units)
no-bath current, Lindblad: 0.025873 (model units)
no-bath current, rate formula: 0.025873 (model units)
LC-line alpha: 0.07486; kappa^2 R/R_K: 0.07500
largest relative error of P formula: 1.3e-12
alpha 0.1: numerical low-energy exponent -0.8001
alpha 0.3: numerical low-energy exponent -0.4001
alpha 0.5: numerical low-energy exponent -0.0001
alpha 0.7: numerical low-energy exponent 0.3999
alpha 0.9: numerical low-energy exponent 0.7999
R = 10.0 kOhm, kappa = 0.50, C_s = 0.10 fF
R_K = 25.8128 kOhm, alpha = 0.09685, 2 alpha-1 = -0.80630
hbar/(R C_s) = 658.21 ueV, effective cutoff wc = 1172.32 ueV
Tc = 0.30 ueV, GL = 1.00 ueV, GR = 1.00 ueV
T = 30.0 mK, kT = 2.585 ueV
Gamma function at 2 alpha = 4.74886
eps = 20 ueV: P = 4.78533e-03 /ueV, rate = 2.7060e-03 ueV
  power-law current = 0.6587 pA = 4.111e+06 electrons/s
  temperature +0.92 %, lifetime +2.91 %
  RC cutoff -0.077 %, exponential cutoff -1.69 %
  saturation and backflow -0.569 %, (2Tc/eps)^2 = 0.0900 %
  phonon/resistor J ratio = 0.0049 %, excited valley 0.065 %
  corrected current = 0.6801 pA
eps = 50 ueV: P = 2.28588e-03 /ueV, rate = 1.2926e-03 ueV
  power-law current = 0.3146 pA = 1.964e+06 electrons/s
  temperature +0.13 %, lifetime +1.21 %
  RC cutoff -0.481 %, exponential cutoff -4.18 %
  saturation and backflow -0.262 %, (2Tc/eps)^2 = 0.0144 %
  phonon/resistor J ratio = 0.1729 %, excited valley 0.189 %
  corrected current = 0.3165 pA
eps = 100 ueV: P = 1.30718e-03 /ueV, rate = 7.3919e-04 ueV
  power-law current = 0.1799 pA = 1.123e+06 electrons/s
  temperature +0.03 %, lifetime +0.64 %
  RC cutoff -1.896 %, exponential cutoff -8.18 %
  saturation and backflow -0.146 %, (2Tc/eps)^2 = 0.0036 %
  phonon/resistor J ratio = 1.9498 %, excited valley 0.694 %
  corrected current = 0.1775 pA
current ratio 20 to 100 ueV, power law = 3.6608
mean exponent of corrected current = -0.8347
silicon inputs: deformation potential 10 eV, sound speed 5000 m/s
silicon inputs: density 2330 kg/m3, dot distance 100 nm
valley splitting = 200 ueV, bias margin = 200 ueV
lead tail GR/(2 pi margin) = 0.080 %
```
